# Conservative Composition Updates and Fluence-Step Error in Binary-Collision Implantation

## 1. Definitions and conventions

A planar target is divided into layers $i=1,\dots,N$, numbered from the irradiated surface. Depth $x$ increases inward. The areal content $a_{ij}$ is the number of atoms of species $j$ per nm² in layer $i$; $j=I$ denotes the implanted species and $j=T$ the original target species. Each species has a fixed atomic volume $v_j$, and volumes add, so the relaxed thickness of a layer is

$$h_i=\sum_j v_j a_{ij}.$$

The fluence $\Phi$ counts incident ions per nm². A step $\Delta\Phi$ is represented by $M$ pseudo-ions, each of weight $w=\Delta\Phi/M$. During a step the target is frozen: all $M$ cascades see the composition present at its start.

The model has normal incidence and elastic binary collisions. It omits electronic energy loss, thermal diffusion, chemical reactions and stress. The beam energy $E_0$ is the energy just inside the surface.

## 2. One collision

A projectile of mass $M_1$, energy $E$ and speed $v$ meets an atom of mass $M_2$ at rest. The relative energy is $E_c=EM_2/(M_1+M_2)$. For the model potential $V(r)=A/r^2$ and impact parameter $p$, the centre-of-mass angle is

$$\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-p^2/r^2-A/(E_cr^2)}},$$

where the root vanishes at $r_0$. Put $y=1/r$ and $c^2=p^2+A/E_c$. Then $dr/r^2=-dy$ and $r_0=c$, so

$$\theta=\pi-2p\int_0^{1/c}\frac{dy}{\sqrt{1-c^2y^2}}
=\pi-\frac{2p}{c}\frac{\pi}{2}
=\pi\left(1-\frac{p}{\sqrt{p^2+A/E_c}}\right).$$

A head-on collision gives $\theta=\pi$; a distant one gives $\theta\to0$.

The centre of mass moves at $V_c=M_1v/(M_1+M_2)$. In its frame the struck atom keeps speed $V_c$ and turns through $\theta$. Back in the laboratory its velocity has components $V_c(1-\cos\theta)$ along the incident direction and $-V_c\sin\theta$ across it. Its speed is therefore $2V_c\sin(\theta/2)$, and the energy transfer is

$$T=\frac{M_2}{2}\,4V_c^2\sin^2\frac{\theta}{2}
=\frac{4M_1M_2}{(M_1+M_2)^2}E\sin^2\frac{\theta}{2}.$$

Dividing its velocity components by its speed gives $\sin(\theta/2)$ and $-\cos(\theta/2)$. The projectile's components are proportional to $M_1+M_2\cos\theta$ and $M_2\sin\theta$. With

$$D=\sqrt{M_1^2+M_2^2+2M_1M_2\cos\theta},$$

its laboratory deflection $\psi$ obeys $\cos\psi=(M_1+M_2\cos\theta)/D$ and $\sin\psi=M_2\sin\theta/D$.

Let $\mu$ be the cosine between the incident direction and the inward normal, and $\varphi$ a random azimuth. Projecting both outgoing directions on the normal gives

$$\mu_1=\mu\cos\psi+\sqrt{1-\mu^2}\,\sin\psi\cos\varphi,$$
$$\mu_2=\mu\sin\frac{\theta}{2}-\sqrt{1-\mu^2}\,\cos\frac{\theta}{2}\cos\varphi.$$

The opposite signs express cancellation of transverse momentum. Two tests check this section: direct integration of Newton's equation reproduces the angle, and random collisions conserve normal momentum.

## 3. From cascades to a flow table

If $n$ is the atomic density of the layer where a flight starts, the flight length is $\lambda=n^{-1/3}$. The impact parameter is $p=\lambda\sqrt{u/\pi}$ with $u$ uniform on $(0,1)$. The largest value is $\lambda/\sqrt\pi$, so the swept cylinder has volume $\pi(\lambda^2/\pi)\lambda=1/n$, one atomic volume. The ion's first flight is shortened by a uniform random factor, which spreads its first collision evenly over the first $\lambda$. The collision partner is drawn according to the atomic fractions at the end of the flight.

A particle reaching the surface escapes if its normal energy satisfies $E\mu^2>U$; otherwise it is reflected inward. Particles are followed until $E<U$, since from then on escape is impossible. A transfer $T>U$ starts a recoil. If the recoil stops inside the target, it changes site only when its starting energy exceeded the displacement threshold $E_d$; otherwise it returns to its own site. A recoil that leaves the target vacates its site whatever its starting energy.

Let $F_j(o\to d)$ be $w$ times the number of completed moves of species $j$ from origin $o$ to destination $d$. Origins are the beam $b$ and the layers. Destinations are the layers, the vacuum and the bulk behind the last layer. A move that ends in its original layer leaves $a_{ij}$ unchanged and is dropped.

## 4. The update and its atom balance

A frozen target can be asked for more atoms than a layer holds, because successive cascades do not see earlier removals. Define the requested outflow and a limiting factor,

$$W_{ij}=\sum_{d\ne i}F_j(i\to d),\qquad
q_{ij}=\min\left(1,\frac{a_{ij}}{W_{ij}}\right),$$

with $q_{ij}=1$ if $W_{ij}=0$. The accepted flow is $G_j(i\to d)=q_{ij}F_j(i\to d)$, and the new content is

$$a'_{ij}=a_{ij}+F_j(b\to i)+\sum_{k\ne i}G_j(k\to i)-\sum_{d\ne i}G_j(i\to d).$$

The last sum equals $q_{ij}W_{ij}\le a_{ij}$, and all other added terms are non-negative. Hence $a'_{ij}\ge0$ in exact arithmetic.

Now sum over layers. Each accepted move from layer $k$ to layer $i$ appears once as a gain and once as a loss, so these terms cancel. Outflow to vacuum is the sputtered amount $S_j$. Every incident ion stops in a layer, is reflected, or passes through the back:

$$\sum_iF_j(b\to i)=\delta_{jI}\Delta\Phi-R_j-B_j^{\rm beam}.$$

If $B_j$ also includes recoils lost through the back, then

$$\sum_i a'_{ij}-\sum_i a_{ij}=\delta_{jI}\Delta\Phi-R_j-S_j-B_j.$$

This is the conservation law for each species. It survives limiting because the same factor multiplies a move at its source and at its destination. Limiting does not make an overloaded step accurate: it discards requested moves while leaving the simulated cascades unchanged.

Thickness is then recomputed. With nominal thickness $h_0$, a layer thinner than $h_0/2$ is merged with a neighbour by adding contents, and one thicker than $3h_0/2$ is split into equal halves. Both operations preserve $\sum_i a_{ij}$. Thickness is linear in content, so the total change is

$$\Delta H=\sum_j v_j\,\Delta\left(\sum_i a_{ij}\right).$$

Merging does average the composition of two layers, so conservation alone does not establish depth resolution.

One fluence step therefore consists of:

1. Follow $M$ pseudo-ions through the frozen target and form $F_j(o\to d)$.
2. Limit the outflows and apply the content update.
3. Recompute thicknesses, then merge or split layers.
4. Add the exits to the ledger and compare it with the stored atoms.

## 5. A receding surface with a known answer

A simpler problem checks the update and the merging of layers together. Let the ions have zero volume and a fixed range density $f(x)$ with mean $R$, let recoils stay in place, and let each ion remove $Y$ target atoms. The surface recedes by $s=Yv_T$ per unit fluence.

Material at the surface at fluence $\Phi$ lay at depth $s(\Phi-\phi)$ at the earlier fluence $\phi$. The ion density there is therefore

$$C(0,\Phi)=\int_0^\Phi f[s(\Phi-\phi)]\,d\phi
=\frac1s\int_0^{s\Phi}f(x)\,dx.$$

Recession removes $sC(0,\Phi)$ ions per incident ion. With $P(x)=\int_0^x f(x')\,dx'$, the retained number $N_I$ obeys

$$\frac{dN_I}{d\Phi}=1-P(s\Phi),\qquad
N_I(\Phi)=\frac1s\int_0^{s\Phi}[1-P(x)]\,dx.$$

Since $\int_0^\infty(1-P)\,dx=R$, the high-fluence limit is $R/s$. The target must be deep enough to contain the range distribution throughout.

For $f=xe^{-x/b}/b^2$, one has $R=2b$ and $1-P=(1+x/b)e^{-x/b}$. With $z=s\Phi/b$,

$$N_I=\frac bs\int_0^z(1+t)e^{-t}dt
=\frac bs\left[2-(2+z)e^{-z}\right].$$

Take $Y=2$, $v_T=0.0125$ nm³ and $R=2$ nm, so $b=1$ nm and $s=0.025$ nm³. At $\Phi=80$ ions/nm², $z=2$ and the formula gives 58.35 ions/nm²; the layer calculation gives 58.05, which is 0.5% lower. At $\Phi=400$ the values are 79.98 and 79.76, close to the limit $2/0.025=80$. The layer calculation uses 0.2 nm layers, steps of 0.5 ions/nm² and a 20 nm slab. These differences combine step and layer errors; at $\Phi=400$, about 0.02 of the 0.22 ions/nm² is instead range tail lost through the back of the slab, which has thinned to 10 nm.

## 6. Fluence-step error for mean flows

Replace the random flow table by its mean. While no limiting, merging or splitting occurs, the contents form a vector $a(\Phi)$ obeying $da/d\Phi=g(a)$, and the algorithm computes

$$a_{m+1}=a_m+\Delta\Phi\,g(a_m).$$

For smooth $g$, Taylor expansion of the true solution gives

$$a(\Phi_{m+1})=a(\Phi_m)+\Delta\Phi\,g[a(\Phi_m)]+r_m,\qquad
\|r_m\|\le\tfrac12K\Delta\Phi^2,$$

where $K$ bounds $\|d^2a/d\Phi^2\|$. Let $L$ be a Lipschitz constant of $g$ and $e_m=\|a_m-a(\Phi_m)\|$. Subtracting the two updates gives

$$e_{m+1}\le(1+L\Delta\Phi)e_m+\tfrac12K\Delta\Phi^2.$$

Starting from $e_0=0$ and summing the geometric series,

$$e_m\le\frac{K\Delta\Phi}{2L}\left[(1+L\Delta\Phi)^m-1\right]
\le\frac{K\Delta\Phi}{2L}\left(e^{L\Phi_m}-1\right).$$

The global error is thus $O(\Delta\Phi)$ at fixed fluence.

The order test uses the range density above and lets each atom hop to an adjacent layer at total rate $\kappa$ per unit fluence:

$$\frac{da_{ij}}{d\Phi}=\delta_{jI}\int_{x_{i-1}}^{x_i}f(x)\,dx
+\frac{\kappa}{2}(a_{i-1,j}-2a_{ij}+a_{i+1,j}).$$

Contents outside the target are zero, so outward hops from the end layers are losses. The boundaries $x_i=\sum_{k\le i}h_k$ move with the content, which includes thickness feedback. For $\kappa=0.02$ nm² and $\Phi=40$ ions/nm², steps of 2, 1 and 0.5 ions/nm² give error norms of 0.189, 0.0937 and 0.0466 atoms/nm² relative to a high-accuracy integration. The last ratio is 2.01, as first order requires.

A scalar case shows why the observable matters. Suppose a fraction $r$ of ions is reflected and retained ions are lost at rate $k$:

$$\frac{dN_I}{d\Phi}=1-r-kN_I,\qquad
N_I=\frac{1-r}{k}(1-e^{-k\Phi}).$$

The explicit update gives instead

$$N_m=\frac{1-r}{k}\left[1-(1-k\Delta\Phi)^m\right].$$

For $0<k\Delta\Phi<1$, $1-k\Delta\Phi<e^{-k\Delta\Phi}$, so the update retains too many ions: those added in a step cannot be lost until the next. Using $\ln(1-\epsilon)=-\epsilon-\epsilon^2/2+\cdots$ with $\epsilon=k\Delta\Phi$ and $m\Delta\Phi=\Phi$, the leading excess is

$$N_m-N_I\simeq\tfrac12(1-r)k\Phi\,\Delta\Phi\,e^{-k\Phi}.$$

It vanishes at high fluence because both calculations share the same steady state. In this model, agreement at saturation says little about the step error during the approach.

## 7. Sampling noise

Let $\sigma^2$ be the variance of one history's contribution to an observable, before weighting. Independent histories in one step contribute variance $Mw^2\sigma^2=w\Delta\Phi\,\sigma^2$. If $\sigma^2$ is roughly constant and feedback from earlier fluctuations is neglected, summing $\Phi/\Delta\Phi$ steps gives

$$\operatorname{Var}(N_I)\simeq w\Phi\sigma^2.$$

At this level the variance depends on $w$ but not on $\Delta\Phi$. A step study should therefore keep $w$ fixed. Reducing $\Delta\Phi$ does not remove noise, and a nonlinear response to noisy compositions can leave a bias that depends on $w$.

## 8. Worked example

The round model parameters are $M_I=30$ u, $M_T=60$ u, $E_0=500$ eV, $A=0.5$ eV nm², $U=4$ eV and $E_d=20$ eV. The atomic volumes are $v_I=0.02$ and $v_T=0.0125$ nm³. The target is initially 20 nm deep with $h_0=0.5$ nm, so each layer holds $0.5/0.0125=40$ atoms/nm². The fluence is 160 ions/nm², or $1.6\times10^{16}$ ions/cm². Each run uses 1600 pseudo-ions, hence $w=0.1$ ions/nm², and each step size is run three times. These parameters describe no real material, and they lie outside the regime of isolated binary collisions at low energy. In the clean target $\lambda=0.0125^{1/3}=0.232$ nm, and a head-on target–target collision has closest approach $\sqrt{2A/E}>\lambda$ once $E<2A/\lambda^2\approx19$ eV. Since particles are followed down to 4 eV, roughly nine collisions in ten have $r_0>\lambda$. The yields and profiles below exercise the bookkeeping; they are not predictions of sputtering.

In the clean target the mean ion depth is 2.3 nm, about 5% of ions are reflected, and the sputter yield is 1.29 atoms per ion. Each ion causes 8.32 moves out of a layer, including sputtering. These averages come from one sample of 1000 ions, with sampling scatter of about 0.05 nm in depth, 0.8 percentage points in reflection, 0.08 in yield and 0.1 in moves. If recoils are deposited without emptying their sites, the audit finds 8.32 false atoms per ion. This control shows that the balance detects the omission.

The step study gives:

| $\Delta\Phi$ (nm⁻²) | Retained ions (nm⁻²) | Largest load | Withheld moves |
|---:|---:|---:|---:|
| 80 | 147.6 | 5.30 | 46% |
| 20 | 127.1 | 1.37 | 0.6% |
| 5 | 128.6 | 0.40 | 0.00% |
| 2.5 | 127.3 | 0.27 | 0.00% |

The load is the requested outflow of a layer divided by its content, both summed over species. The pooled standard deviation of one run is 2.36 ions/nm², so the difference of two three-run means has standard error $2.36\sqrt{2/3}\approx1.9$ ions/nm².

The coarsest and finest results differ by 20.3 ions/nm², more than ten standard errors. Two faults act in the coarsest run: ions deposited in either of its two steps cannot be sputtered during that same step, and nearly half the requested moves are withheld. The study does not separate their effects. The two finest results differ by $1.3\pm1.9$ ions/nm², or $1.0\pm1.5\%$ of the retained number. No step error is resolved between them, but a bias of a few ions/nm² could remain hidden. The result at $\Delta\Phi=20$ also agrees within noise, although its load exceeds one, so agreement in total retention does not certify the depth profile. These data cannot confirm first-order convergence. The mean-flow test shows it only for simpler flows without merging or splitting, both of which occur in the cascade runs.

At the finest step, 7.43 ions/nm² are reflected and 25.27 are sputtered, with no recorded loss through the back. The ion balance is

$$160-7.43-25.27=127.30\ \text{ions/nm}^2.$$

The target loses 137.20 atoms/nm², so

$$\Delta H=0.02(127.30)-0.0125(137.20)=0.831\ \text{nm}.$$

The target swells although it loses more atoms than it gains, because each retained ion occupies more volume. Over all runs, the largest atom-balance error is $2.0\times10^{-13}$ atoms/nm², which is at rounding level.

The mean target yield is $137.20/160=0.86$ atoms per ion, below the clean-target value. The top nanometre ends with an ion fraction of 0.35, but that is an end-state value, whereas 0.86 is an average over the whole fluence, so the two should not be matched. Late in the run the target yield is lower still, about 0.56 over the last quarter, and a uniform target with 35% ions gives about 0.47. Both are well below the $0.65\times1.29\approx0.84$ that simple proportional dilution would give, so counting available target atoms does not by itself account for the decrease. The ion fraction is about 0.37 between 1 and 4 nm and falls to 0.03 between 6 and 8 nm.

In the last quarter of the fluence, 0.29 ions are emitted per incident ion, counting reflected and sputtered ions. A steady state would require 1. The target is still gaining about 0.71 ions per incident ion, so 127 ions/nm² is the retention at this fluence and not a saturation value. The ion fractions by depth are given for the finest step only and were not compared between step sizes, so their step error is unknown, especially near the surface. Layer thickness and pseudo-ion weight were not varied in the cascade runs; their convergence needs separate studies. The complete values are in the numerical output.

## Calculated quantities

```
Masses ion, target: 30, 60 u
Beam energy 500 eV; A = 0.5 eV nm^2
Surface binding 4.0 eV; displacement 20.0 eV
Atomic volumes ion, target: 0.02, 0.0125 nm^3
Initial depth 20.0 nm; layer thickness 0.5 nm
Fluence 160 ions/nm^2 = 1.60e+16 ions/cm^2
Pseudo-ions per run 1600; weight 0.100 ions/nm^2; runs per step size 3
Angle test: E_c 100 eV, p 0.05 nm
Angle from orbit, formula: 1.32779, 1.32779 rad
Largest momentum error 5.7e-14 sqrt(u eV)
Order test: fluence 40 ions/nm^2, hop 0.02 nm^2
  step 2.00 ions/nm^2: error norm 0.18915 atoms/nm^2
  step 1.00 ions/nm^2: error norm 0.09370 atoms/nm^2
  step 0.50 ions/nm^2: error norm 0.04663 atoms/nm^2
Error ratio for last halving 2.009
Recession test: yield 2.0, mean range 2.0 nm, step 0.5 ions/nm^2
  fluence 80: retained 58.054, formula 58.346 ions/nm^2
  fluence 400: retained 79.759, formula 79.978 ions/nm^2
Clean target: mean ion depth 2.33 nm
Clean target: reflected fraction 0.048
Clean target: sputter yield 1.29 atoms/ion
Clean target: layer-changing moves 8.32 per ion
False atoms if sites stay filled 8.32 per ion
Step study (fluence step and retained ions in ions/nm^2):
  step 80.0: retained 147.61, max load 5.30, withheld 46.06 %
  step 20.0: retained 127.10, max load 1.37, withheld 0.59 %
  step 5.0: retained 128.60, max load 0.40, withheld 0.00 %
  step 2.5: retained 127.30, max load 0.27, withheld 0.00 %
Single-run standard deviation 2.36 ions/nm^2
Standard error of a difference 1.92 ions/nm^2
Coarsest minus finest 20.31 ions/nm^2
Second finest minus finest 1.30 ions/nm^2
Finest step, mean of three runs:
  reflected ions 7.43 ions/nm^2
  sputtered ions 25.27 ions/nm^2
  sputtered target 137.20 atoms/nm^2
  lost through back 0.00 atoms/nm^2
  target yield 0.858 atoms/ion
  thickness change 0.831 nm
  ions emitted per incident ion, last quarter 0.291
  ion atomic fraction 0-1 nm: 0.3452
  ion atomic fraction 1-2 nm: 0.3710
  ion atomic fraction 2-4 nm: 0.3707
  ion atomic fraction 4-6 nm: 0.1848
  ion atomic fraction 6-8 nm: 0.0307
Largest atom-balance error 2.0e-13 atoms/nm^2
```
